\section*{Threshold Laws for Photodetachment and for Photoionization in a Coulomb Tail}

\section{Why threshold needs its own formula}

A table of photodetachment cross sections that stops just above threshold cannot be continued downward as a constant. In the model computed below, a constant carried from momentum $k=0.1$ to $k=0.01$ atomic units overestimates the d-wave cross section by a factor of about $8\times10^4$. The opposite error occurs for photoionization: forcing the cross section to zero at threshold removes a finite step that is really there. What decides between the two is the potential felt by the departing electron far from the core.

Consider one active electron in a central potential $V(r)$, less singular than $r^{-2}$ at the origin. It starts in a bound state of energy $E_0<0$, angular momentum $l_0$ and normalized radial function $u_0(r)$, where $u$ denotes $r$ times the radial wave function. It leaves in the partial wave $l=l_0\pm1$ with energy $k^2/2$. Atomic units are used; cross sections are also given in megabarns (Mb). Two statements are derived.

\begin{itemize}
\item If $V$ vanishes beyond some radius, the partial cross section is $\sigma_l\simeq C_l k^{2l+1}$ as $k\to0$. This requires that wave $l$ has no resonance or bound state at zero energy. The coefficient is nonzero if the threshold dipole integral is nonzero.
\item If $V=-Z/r$ beyond some radius, with $Z>0$, then $\sigma_l$ has a finite limit for every $l$. The limit is nonzero if the threshold dipole integral is nonzero, and no resonance condition enters.
\end{itemize}

\section{Cross section and the factor that carries the threshold law}

Let the light field be $F\cos\omega t$ along $z$. The part of the perturbation that absorbs a photon has amplitude $Fz/2$, so the golden rule gives the rate $2\pi(F/2)^2|\langle E|z|0\rangle|^2$ for final states normalized to $\delta(E-E')$. The mean intensity is $cF^2/(8\pi)$ and the photon flux is this divided by $\omega$. Dividing rate by flux, with $\alpha=1/c$,
\begin{equation}
\sigma=4\pi^2\alpha\,\omega\,|\langle E|z|0\rangle|^2,\qquad \omega=\tfrac12k^2-E_0 .
\end{equation}

We average over the initial magnetic quantum number $m$ and sum over the final one. For $l=l_0+1$ the squared matrix element of $\cos\theta$ is $[(l_0+1)^2-m^2]/[(2l_0+1)(2l_0+3)]$. Since $\sum_m m^2=l_0(l_0+1)(2l_0+1)/3$,
\begin{equation}
\sum_m|\langle l m|\cos\theta|l_0m\rangle|^2
=\frac{(l_0+1)\left[3(l_0+1)-l_0\right]}{3(2l_0+3)}=\frac{l_0+1}{3}.
\end{equation}
For $l=l_0-1$ the same elements appear with the two states exchanged, and the sum is $l_0/3$. Both cases equal $\max(l,l_0)/3$, so
\begin{equation}
\sigma_l=\frac{4\pi^2\alpha}{3}\,\omega\,\frac{\max(l,l_0)}{2l_0+1}
\left|\int_0^\infty u_0\,r\,u_E\,dr\right|^2 .
\label{sigma}
\end{equation}
The energy-normalized function has the asymptotic form $u_E\to\sqrt{2/(\pi k)}\sin(kr+\dots)$. Indeed $\int\sin kr\,\sin k'r\,dr$ contributes $(\pi/2)\delta(k-k')$, and $\delta(k-k')/k=\delta(E-E')$.

Now separate shape from normalization. With $L=l(l+1)$, let $\varphi_k$ solve
\begin{equation}
\varphi''=(U-k^2)\varphi,\qquad U=2V+L/r^2,
\label{radial}
\end{equation}
with $\varphi_k\simeq r^{l+1}$ at the origin. The starting condition does not contain $k$ and the equation contains only $k^2$. At any fixed $r$, therefore, $\varphi_k$ is a smooth function of $k^2$ down to $k=0$. Write $u_E=\varphi_k/N(k)$ and $D(k)=\int u_0r\varphi_k\,dr$. Then
\begin{equation}
\sigma_l=\frac{4\pi^2\alpha}{3}\,\omega\,\frac{\max(l,l_0)}{2l_0+1}\,\frac{D(k)^2}{N(k)^2}.
\label{split}
\end{equation}

The integral $D$ tends to $D(0)$ although it extends to infinity. Choose $\delta<\sqrt{-2E_0}$, and a radius beyond which $|U-k^2|\le\delta^2$ for all small $k$. There $M=\delta^2\varphi^2+\varphi'^2$ obeys
\begin{equation}
|M'|=2|\varphi\varphi'|\,|\delta^2+U-k^2|\le4\delta^2|\varphi\varphi'|\le2\delta M ,
\end{equation}
so $\varphi_k$ grows no faster than $e^{\delta r}$, uniformly in $k$. The bound state decays as $e^{-\sqrt{-2E_0}\,r}$ up to a power of $r$, and this controls the integrand. Since $\omega\to-E_0$ is finite too, the threshold law is the law of $1/N^2$, the relative probability of finding the slow electron near the core.

\section{Short-range potential}

Beyond the radius $r_1$ where $V$ vanishes, use the spherical Bessel functions to define
\begin{equation}
f=\sqrt{\frac{2k}{\pi}}\,r j_l(kr),\qquad g=-\sqrt{\frac{2k}{\pi}}\,r y_l(kr).
\end{equation}
At large $r$ they become $\sqrt{2/(\pi k)}$ times the sine and cosine of $kr-l\pi/2$. Their Wronskian $W(f,g)=fg'-f'g$ is constant and equals $-2/\pi$. Writing $\varphi_k=af+bg$ gives a wave of amplitude $\sqrt{a^2+b^2}$ in energy-normalized units. Hence
\begin{equation}
N^2=a^2+b^2,\qquad a=-\frac{\pi}{2}W(\varphi_k,g),\qquad b=\frac{\pi}{2}W(\varphi_k,f),
\label{ab}
\end{equation}
evaluated at $r_1$. There $kr_1\to0$, and
\begin{equation}
f\to\sqrt{\frac2\pi}\,\frac{k^{l+1/2}r^{l+1}}{(2l+1)!!},\qquad
g\to\sqrt{\frac2\pi}\,(2l-1)!!\,k^{-l-1/2}r^{-l},
\end{equation}
with $(-1)!!=1$. The zero-energy solution outside the core is
\begin{equation}
\varphi_0=c\,r^{l+1}+d\,r^{-l}.
\end{equation}
Because $W(r^{l+1},r^{-l})=-l-(l+1)=-(2l+1)$, equation (\ref{ab}) gives
\begin{equation}
a\to\sqrt{\frac\pi2}\,(2l+1)!!\,c\,k^{-l-1/2},\qquad
b\to\sqrt{\frac\pi2}\,\frac{d\,k^{l+1/2}}{(2l-1)!!}.
\end{equation}
For $c\ne0$ the first term dominates, and
\begin{equation}
\frac1{N^2}\to\frac{2\,k^{2l+1}}{\pi[(2l+1)!!]^2c^2}.
\label{wigner}
\end{equation}
Inserting this in (\ref{split}) proves the Wigner law and supplies its coefficient:
\begin{equation}
C_l=\frac{4\pi^2\alpha}{3}\,|E_0|\,\frac{\max(l,l_0)}{2l_0+1}\,
\frac{2D(0)^2}{\pi[(2l+1)!!]^2c^2}.
\end{equation}
In code, $c=(r\varphi_0'+l\varphi_0)/[(2l+1)r^{l+1}]$ at any $r$ outside the core.

For $l=0$, the loss of amplitude near the core comes from matching a nearly straight inner function to a long wave. For $l\ge1$, the centrifugal barrier adds a factor $k^{2l}$. An s electron is detached into a p wave and follows $k^3$. For $l_0\ge1$ the lower wave $l_0-1$ dominates, provided its coefficient is nonzero, and the total follows $k^{2l_0-1}$.

The functions $k^{l+1/2}g$ and $k^{-l-1/2}f$ at fixed $r$ have series in $k^2$, as do $\varphi_k$, $D$ and $\omega$. So $\sigma_l/k^{2l+1}$ has corrections that begin at relative order $k^2$. This uses a potential that ends at finite radius.

\subsection{When the power changes}

If $c=0$, the zero-energy solution is $d\,r^{-l}$ outside the core. For $l=0$ this is a constant, $b\simeq\sqrt{\pi k/2}\,d$, and $a$ is only of order $k^{3/2}$. Hence $1/N^2\simeq2/(\pi kd^2)$, which grows toward threshold.

For $l\ge1$ the solution is a normalizable bound state at zero energy, and the next term of $a$ is needed. Equation (\ref{radial}) at two energies gives $W(\varphi_k,\varphi_0)'=k^2\varphi_k\varphi_0$, so
\begin{equation}
W(\varphi_k,r^{-l})\big|_{r_1}\simeq\frac{k^2}{d}\int_0^{r_1}\varphi_0^2\,dr .
\end{equation}
The function $g$ is proportional to $r^{-l}[1+k^2r^2/(2(2l-1))+\dots]$. Its second term adds
\begin{equation}
\frac{k^2d}{2(2l-1)}W(r^{-l},r^{2-l})=\frac{k^2d\,r_1^{1-2l}}{2l-1}
=\frac{k^2}{d}\int_{r_1}^\infty\varphi_0^2\,dr .
\end{equation}
The sum is $(k^2/d)\int_0^\infty\varphi_0^2\,dr$, which cannot vanish. Thus $a$ scales as $k^{3/2-l}$ and exceeds $b\sim k^{l+1/2}$, so $1/N^2\sim k^{2l-3}$. A bound state or resonance near zero energy, though not exactly there, makes $c$ small and confines the normal law to a correspondingly narrow range.

If instead $D(0)=0$ while $c\ne0$, then $D$ starts at order $k^2$ or higher and the cross section rises faster than $k^{2l+1}$.

A tail $V=\beta/(2r^2)$ is not short-ranged in this sense. It replaces $l(l+1)$ by $\lambda(\lambda+1)=l(l+1)+\beta$ outside the core. For $\lambda>-1/2$ the same matching with Bessel functions of noninteger order gives $k^{2\lambda+1}$. The polarization tail of a neutral atom falls as $r^{-4}$ and lies outside the cutoff proof. For one such tail the program tests the power of $k$ in $1/N^2$ for $l=0,1,2$ and finds 1.000, 3.000 and 5.000. The $k^2$ form of the corrections should not be assumed there.

\section{Attractive Coulomb tail}

Let $V=-Z/r$ beyond $r_1$, with any core inside. Matching to free waves is no longer valid. Define instead the local momentum without the centrifugal term, its phase, and a rescaled function:
\begin{equation}
q=\sqrt{k^2+2Z/r},\qquad S=\int q\,dr,\qquad w=\sqrt q\,\varphi_k .
\end{equation}
With subscripts for derivatives in $S$, differentiation of $\varphi=q^{-1/2}w$ gives
\begin{equation}
\varphi''=q^{3/2}w_{SS}+\left[2q(q^{-1/2})'+q^{-1/2}q'\right]w_S+(q^{-1/2})''w .
\end{equation}
The bracket vanishes because $(q^{-1/2})'=-\tfrac12q^{-3/2}q'$. Substituting in $\varphi''+(q^2-L/r^2)\varphi=0$ and dividing by $q^{3/2}$,
\begin{equation}
w_{SS}+(1+\varepsilon)w=0,\qquad
\varepsilon=q^{-3/2}(q^{-1/2})''-\frac{L}{r^2q^2}.
\end{equation}
From $q'=-Z/(r^2q)$ one finds $(q^{-1/2})'=\tfrac12Zr^{-2}q^{-5/2}$. Differentiating once more, and using $dS=q\,dr$,
\begin{equation}
\varepsilon\,dS=\left[\frac{5Z^2}{4r^4q^5}-\frac{Z}{r^3q^3}-\frac{L}{r^2q}\right]dr .
\end{equation}
Since $q\ge\sqrt{2Z/r}$ for every $k\ge0$, the three magnitudes are at most $5/(8\sqrt2)\cdot\tfrac12$, $1/(2\sqrt2)$ and $L/\sqrt2$, each times $Z^{-1/2}r^{-3/2}$. The first two terms have opposite signs, so their difference is no larger than the greater bound. Therefore
\begin{equation}
\int_{r_1}^\infty|\varepsilon|\,dS\le\frac{1+2L}{2\sqrt{2Z}}\int_{r_1}^\infty\frac{dr}{r^{3/2}}
=\frac{1+2L}{\sqrt{2Zr_1}}\equiv B(r_1).
\label{bound}
\end{equation}

The squared amplitude $A=w^2+w_S^2$ changes slowly:
\begin{equation}
\frac{dA}{dS}=2w_S(w+w_{SS})=-2\varepsilon ww_S,\qquad
\left|\frac{d\ln A}{dS}\right|\le|\varepsilon| .
\end{equation}
For $k>0$, $q\to k$ at infinity and $\varphi_k\to N\sqrt{2/(\pi k)}\sin(\dots)$, where the phase contains the Coulomb logarithm. Hence $A(\infty)=2N^2/\pi$, and
\begin{equation}
\left|\ln\frac{N^2}{(\pi/2)A(r_1)}\right|\le B(r_1),\quad
A(r_1)=q\varphi_k^2+\frac1q\left(\varphi_k'+\frac{q'}{2q}\varphi_k\right)^2 .
\label{norm}
\end{equation}

At $k=0$ take $N^2=(\pi/2)A(\infty)$ as the definition; the bound still holds. For fixed $r_1$, $A(r_1)$ is continuous in $k$ down to zero, because $q(r_1)$ tends to $\sqrt{2Z/r_1}>0$. It is positive, since $\varphi_k$ and $\varphi_k'$ cannot both vanish. Two uses of (\ref{norm}) give
\begin{equation}
|\ln N^2(k)-\ln N^2(0)|\le2B(r_1)+|\ln A_k(r_1)-\ln A_0(r_1)| .
\end{equation}
First choose $r_1$ to make $B$ small, then $k$ to make the last term small. Thus $N^2(k)\to N^2(0)$, finite and positive, for every $l$ and every short-range core. By (\ref{split}), $\sigma_l$ has a finite limit. The proof does not say over what range of $k$ the cross section stays near that limit. For larger $l$ a centrifugal barrier can separate the core from the outer Coulomb region, and a resonance trapped behind it near zero energy makes $N^2$ change strongly with $k$, so that the constant holds only in a narrow range.

The physical difference is that the attraction keeps the local momentum nonzero at every finite radius. With $Z=0$ the same construction has $q=k$. For $l=0$, $\varepsilon=0$ but $A$ contains $\varphi'^2/k$, which recovers $1/N^2\sim k$. For $l\ge1$ the error integral is $L/(kr_1)$ and has no uniform bound. For a repulsive tail $q^2$ becomes negative at small $k$, and this proof does not apply.

\subsection{Value at threshold}

At $k=0$ outside the core put $\varphi=\sqrt r\,y(x)$ with $x=\sqrt{8Zr}$, so that $dx/dr=x/(2r)$. Then
\begin{equation}
\varphi''=\frac{x^2y_{xx}+xy_x-y}{4r^{3/2}},
\end{equation}
and the radial equation, multiplied by $4r^{3/2}$, becomes
\begin{equation}
x^2y_{xx}+xy_x+\left[x^2-(2l+1)^2\right]y=0,
\end{equation}
because $1+4l(l+1)=(2l+1)^2$. This is Bessel's equation. Take
\begin{equation}
f_0=\sqrt{2r}\,J_{2l+1}(\sqrt{8Zr}),\qquad g_0=-\sqrt{2r}\,Y_{2l+1}(\sqrt{8Zr}).
\end{equation}
At large $r$ their amplitude is $\sqrt{2r}\sqrt{2/(\pi x)}=\sqrt{2/(\pi q)}$, since $2r/x=\sqrt{r/(2Z)}=1/q$. This is the required normalization. From $JY_x-J_xY=2/(\pi x)$ follows $W(f_0,g_0)=-2/\pi$, as before. Equation (\ref{ab}), with $f_0,g_0,\varphi_0$ in place of $f,g,\varphi_k$, gives $a_0,b_0$ and
\begin{equation}
\sigma_l(0)=\frac{4\pi^2\alpha}{3}|E_0|\frac{\max(l,l_0)}{2l_0+1}\frac{D(0)^2}{a_0^2+b_0^2}.
\label{coulombvalue}
\end{equation}

Without a core, $\varphi_0=Nf_0$. The small-argument form $J_n\simeq(x/2)^n/n!$ with $x/2=\sqrt{2Zr}$ yields
\begin{equation}
\frac1{N^2}\to\frac{2(2Z)^{2l+1}}{[(2l+1)!]^2}.
\end{equation}
For hydrogen 1s, $u_0=2re^{-r}$ and $l=1$. Expanding $J_3$ and using $\int_0^\infty r^{m+4}e^{-r}dr=(m+4)!$,
\begin{align}
\int_0^\infty u_0rf_0\,dr&=2\sqrt2\sum_{m=0}^\infty\frac{(-1)^m2^{m+3/2}(m+4)!}{m!(m+3)!}\nonumber\\
&=8\sum_{m=0}^\infty\frac{(-2)^m(m+4)}{m!}=8(4-2)e^{-2}=16e^{-2}.
\end{align}
With $|E_0|=1/2$ the threshold cross section is $512\pi^2\alpha/(3e^4)$ square bohr, or 6.304 Mb in this nonrelativistic, fixed-nucleus dipole model.

\section{Worked example and use in code}

The core is a Gaussian well, $-1.8\,e^{-(r/2)^2}$ hartree with $r$ in bohr. It is used alone and then with $-1/r$ added. Its value at the 60 bohr matching radius is negligible. The lowest s and p energies are $-0.6269$ and $-0.0679$ hartree without the tail, and $-1.7712$ and $-0.6298$ with it. This is a one-electron model, without correlation or relaxation of the core.

For detachment from s to p, $C_1=243.0$ Mb per cubic atomic unit of momentum. At $k=0.01$ the law gives
\begin{equation}
243.0\times(0.01)^3=2.430\times10^{-4}\ \mathrm{Mb},
\end{equation}
against the computed $2.423\times10^{-4}$ Mb. The ratios of computed cross section to law are:

\begin{center}
\begin{tabular}{lccc}
Transition & $k=0.01$ & $k=0.03$ & $k=0.1$\\
\hline
Neutral, p to s & 0.998 & 0.979 & 0.793\\
Neutral, s to p & 0.997 & 0.974 & 0.761\\
Neutral, p to d & 0.998 & 0.981 & 0.814\\
Coulomb, p to s & 1.000 & 0.997 & 0.969\\
Coulomb, s to p & 1.000 & 0.999 & 0.992\\
Coulomb, p to d & 1.000 & 0.996 & 0.953
\end{tabular}
\end{center}

For the Coulomb rows the law is the constant threshold value: 0.0356, 0.679 and 8.19 Mb in the order listed. In the neutral case the deficit grows about ninefold from $k=0.01$ to $0.03$, as a $k^2$ correction should. At $k=0.1$, an electron energy of 0.136 eV, the leading law is already 23 to 31 percent above the computed value. The photon-energy factor rises with $k$ and cannot cause this deficit; it lies in $D^2/N^2$.

The d wave shows the contrast most clearly. Between $k=0.01$ and $0.1$ the neutral cross section rises from $5.27\times10^{-7}$ to $4.30\times10^{-2}$ Mb, while the Coulomb one falls from 8.19 to 7.81 Mb. The tail also changes the initial state, so the sizes of the two cross sections do not isolate its effect on the final wave; their dependence on $k$ does show the two laws.

For a neutral core whose potential ends at finite radius, integrate $\varphi_k$ outward, match with (\ref{ab}) at finite $k$, and use $C_l$ below the range where the ratio has settled. A real neutral atom has an $r^{-4}$ tail. Then $c$ and the free-wave matching depend on the radius chosen and must be converged in it, and the ratio need not approach one as $k^2$. A core with an $r^{-2}$ tail changes the power itself. For an ionic core, (\ref{coulombvalue}) gives the threshold point. At finite $k$, (\ref{norm}) gives $N^2$ with a guaranteed limit on its logarithmic error. Both results require that $V$ is exactly $-Z/r$ beyond the matching radius; a polarization tail of the ion is not covered. That limit can be very cautious: for $l=2$ at 60 bohr and $k=0.01$ it is 1.19, while the computed change is 0.026. The numerical check also compares the finite-$k$ cross sections with discretized states in a box, which require no asymptotic matching.

\section*{Computed results}
\begin{verbatim}
well depth 1.8 hartree, width 2.0 bohr
1 bohr^2 = 28.0029 Mb
k=0.01 a.u.: electron energy 0.00136 eV
k=0.03 a.u.: electron energy 0.01225 eV
k=0.10 a.u.: electron energy 0.13606 eV
neutral l0=0: E0 -0.626918 hartree, f-sum 0.9999
neutral l0=1: E0 -0.067906 hartree, f-sum 1.0000
neutral s-wave scattering length -0.291 bohr
neutral 1->0: box/continuum 1.0002 at k=0.0654 a.u.
neutral 1->0: C 8.43913e+01 Mb/(a.u.)^1
  k=0.01: sigma 8.41885e-01 Mb, ratio to law 0.9976
  k=0.03: sigma 2.47768e+00 Mb, ratio to law 0.9786
  k=0.10: sigma 6.69623e+00 Mb, ratio to law 0.7935
neutral 0->1: box/continuum 0.9996 at k=0.0718 a.u.
neutral 0->1: C 2.43014e+02 Mb/(a.u.)^3
  k=0.01: sigma 2.42299e-04 Mb, ratio to law 0.9971
  k=0.03: sigma 6.39093e-03 Mb, ratio to law 0.9740
  k=0.10: sigma 1.84903e-01 Mb, ratio to law 0.7609
neutral 1->2: box/continuum 0.9995 at k=0.0779 a.u.
neutral 1->2: C 5.28025e+03 Mb/(a.u.)^5
  k=0.01: sigma 5.26894e-07 Mb, ratio to law 0.9979
  k=0.03: sigma 1.25865e-04 Mb, ratio to law 0.9809
  k=0.10: sigma 4.29602e-02 Mb, ratio to law 0.8136
Coulomb l0=0: E0 -1.771224 hartree, f-sum 0.9999
Coulomb l0=1: E0 -0.629835 hartree, f-sum 1.0000
Coulomb 1->0: box/continuum 0.9985 at k=0.1467 a.u.
Coulomb 1->0: threshold sigma 0.03562 Mb
  k=0.01: sigma 3.56066e-02 Mb, ratio to law 0.9997
  k=0.03: sigma 3.55171e-02 Mb, ratio to law 0.9972
  k=0.10: sigma 3.45196e-02 Mb, ratio to law 0.9692
Coulomb 0->1: box/continuum 0.9996 at k=0.1445 a.u.
Coulomb 0->1: threshold sigma 0.67884 Mb
  k=0.01: sigma 6.78793e-01 Mb, ratio to law 0.9999
  k=0.03: sigma 6.78325e-01 Mb, ratio to law 0.9992
  k=0.10: sigma 6.73116e-01 Mb, ratio to law 0.9916
Coulomb 1->2: box/continuum 0.9999 at k=0.1442 a.u.
Coulomb 1->2: threshold sigma 8.19417 Mb
  k=0.01: sigma 8.19026e+00 Mb, ratio to law 0.9995
  k=0.03: sigma 8.15832e+00 Mb, ratio to law 0.9956
  k=0.10: sigma 7.81005e+00 Mb, ratio to law 0.9531
powers l=0..4: 1.0000 2.9999 5.0000 7.0000 9.0000
r^-4 tail powers l=0..2: 0.9999 3.0001 5.0000
resonance l=0: depth 0.335501 hartree, power -0.9993
resonance l=1: depth 1.512414 hartree, power -0.9991
Coulomb l=0: log-norm change 0.00043, bound 0.09129
Coulomb l=1: log-norm change 0.00890, bound 0.45644
Coulomb l=2: log-norm change 0.02622, bound 1.18673
hydrogen 1s threshold: numeric 6.30432 Mb, formula 6.30432 Mb
\end{verbatim}
